# Phonon thermal conductivity from the relaxation-time Boltzmann equation: a numerical check

```python
"""Test of the isotropic phonon conductivity in the relaxation-time picture:
    kappa = (1/3) * sum over polarizations of integral C(w) v(w)^2 tau(w) dw
w: angular frequency, v: group velocity, tau: lifetime,
C = hbar*w*D*dn/dT: heat capacity per volume and angular frequency,
D: density of states per volume, n: Bose-Einstein occupation.
Example: rough silicon-like acoustic branches, w = w_top*sin(pi*k/(2*k0)).
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import hbar, k as kB, pi
from scipy.integrate import quad

# Rough typical inputs for silicon
T0 = 300.0
lattice = 0.543e-9
branches = {"LA": (1, 8400.0), "TA": (2, 5800.0)}  # degeneracy, sound speed
B, theta, A = 1.4e-19, 150.0, 1.3e-45
gradient = 1.0e5
cells = 4 / lattice**3
k0 = (6 * pi**2 * cells) ** (1 / 3)


def top(vs):
    return 2 * vs * k0 / pi


def omega_of_k(k, vs):
    return top(vs) * np.sin(pi * k / (2 * k0))


def speed_of_k(k, vs):
    return vs * np.cos(pi * k / (2 * k0))


def occupation(w, T):
    return 1 / np.expm1(hbar * w / (kB * T))


def dn_dT(w, T):
    x = hbar * w / (kB * T)
    return x / (4 * T * np.sinh(x / 2) ** 2)


def phonon_rate(w, T):
    return B * w**2 * T * np.exp(-theta / T)


def rate(w, T):
    return phonon_rate(w, T) + A * w**4


def spectral(w, vs, T):
    """Wave number, group velocity, density of states, C(w)."""
    k = 2 * k0 / pi * np.arcsin(w / top(vs))
    v = vs * np.sqrt(1 - (w / top(vs)) ** 2)
    dos = k**2 / (2 * pi**2 * v)
    return k, v, dos, hbar * w * dos * dn_dT(w, T)


def kappa_branch(vs, T, length=np.inf):
    """Frequency integral for one polarization; optional rate v/length."""
    def integrand(x):
        w = x * top(vs)
        _, v, _, heat = spectral(w, vs, T)
        return top(vs) * heat * v**2 / (rate(w, T) + v / length) / 3
    return quad(integrand, 0, 1, limit=300, epsrel=1e-9)[0]


def kappa_total(T, length=np.inf):
    return sum(g * kappa_branch(vs, T, length) for g, vs in branches.values())


kappa = kappa_total(T0)

# Density of states against counting of discrete wave vectors
m = np.arange(-60, 61)
radius = np.sqrt(m[:, None, None]**2 + m[None, :, None]**2 + m**2)
vs_LA = branches["LA"][1]
inside = radius <= 60
counted = np.sum(omega_of_k(radius[inside] * k0 / 60, vs_LA)
                 < 0.7 * top(vs_LA)) * (k0 / 60 / (2 * pi)) ** 3
integrated = quad(lambda x: top(vs_LA)
                  * spectral(x * top(vs_LA), vs_LA, T0)[2], 0, 0.7)[0]
assert abs(counted / integrated - 1) < 0.01  # finite-grid surface error

# Heat capacity against the temperature derivative of the energy
nodes, weights = np.polynomial.legendre.leggauss(40)
kn, wk = k0 * (nodes + 1) / 2, k0 * weights / 2


def energy(T):
    return sum(g * np.sum(wk * kn**2 / (2 * pi**2) * hbar
                          * omega_of_k(kn, vs)
                          * occupation(omega_of_k(kn, vs), T))
               for g, vs in branches.values())


heat_capacity = sum(
    g * quad(lambda x: top(vs) * spectral(x * top(vs), vs, T0)[3],
             0, 1, limit=300)[0] for g, vs in branches.values())
heat_difference = (energy(T0 + 0.1) - energy(T0 - 0.1)) / 0.2
assert abs(heat_capacity / heat_difference - 1) < 1e-5

# Full steady solution along rays, for the profile T = T0 + slope*x
s_nodes, s_weights = np.polynomial.laguerre.laggauss(12)
s_weights = s_weights / s_weights.sum()


def ray_occupation(x, w, vx, tau, slope):
    w, path = np.asarray(w)[..., None], np.asarray(vx * tau)[..., None]
    local_T = T0 + slope * (x - path * s_nodes)
    return np.sum(s_weights * occupation(w, local_T), axis=-1)


# One mode: residual of the Boltzmann equation and size of nonlinearity
w1 = 2 * pi * 2e12
v1 = spectral(w1, vs_LA, T0)[1]
tau1 = 1 / rate(w1, T0)
h = 1e-7
f1 = ray_occupation(0.0, w1, v1, tau1, gradient)
streaming = v1 * (ray_occupation(h, w1, v1, tau1, gradient)
                  - ray_occupation(-h, w1, v1, tau1, gradient)) / (2 * h)
relaxation = -(f1 - occupation(w1, T0)) / tau1
assert abs(streaming / relaxation - 1) < 1e-5
linear_dev = -tau1 * v1 * gradient * dn_dT(w1, T0)
nonlinear = (f1 - occupation(w1, T0)) / linear_dev - 1
assert abs(nonlinear) < 1e-3

# All modes: heat flux and collision energy balance from the ray solution
mu, wmu = np.polynomial.legendre.leggauss(16)
slope = 10.0  # small enough for the longest sampled free path
flux = energy_gain = energy_scale = 0.0
for g, vs in branches.values():
    w = omega_of_k(kn, vs)[:, None] * np.ones_like(mu)
    vx = speed_of_k(kn, vs)[:, None] * mu
    tau = 1 / rate(w, T0)
    f = ray_occupation(0.0, w, vx, tau, slope)
    measure = g * (wk * kn**2)[:, None] * wmu / (4 * pi**2)
    flux += np.sum(measure * hbar * w * vx * f)
    exchange = measure * hbar * w * (f - occupation(w, T0)) / tau
    energy_gain += exchange.sum()
    energy_scale += np.abs(exchange).sum()
kappa_ray = -flux / slope
assert abs(kappa_ray / kappa - 1) < 1e-4
assert abs(energy_gain) / energy_scale < 1e-3  # cancellation round-off


# Conductivity tensor with velocities from finite differences
def tensor(anisotropy):
    """anisotropy: cubic modulation, opposite in sign for LA and TA."""
    m12, w12 = np.polynomial.legendre.leggauss(12)
    phi = (np.arange(24) + 0.3) * 2 * pi / 24
    sine = np.sqrt(1 - m12**2)[:, None]
    unit = np.stack([sine * np.cos(phi), sine * np.sin(phi),
                     m12[:, None] * np.ones_like(phi)], axis=-1)
    kvec = kn[:, None, None, None] * unit
    measure = ((wk * kn**2)[:, None, None] * w12[:, None]
               * (2 * pi / 24) / (2 * pi) ** 3)
    result = np.zeros((3, 3))
    for name, (g, vs) in branches.items():
        sign = -1 if name == "LA" else 1

        def frequency(q):
            size = np.sqrt(np.sum(q**2, axis=-1))
            shape = np.sum(q**4, axis=-1) / size**4 - 0.6
            return omega_of_k(size, vs) * (1 + sign * anisotropy * shape)

        w = frequency(kvec)
        step = 1e-4 * kn[:, None, None]
        velocity = []
        for axis in range(3):
            shift = step[..., None] * np.eye(3)[axis]
            velocity.append((frequency(kvec + shift)
                             - frequency(kvec - shift)) / (2 * step))
        factor = g * measure * hbar * w * dn_dT(w, T0) / rate(w, T0)
        for i in range(3):
            for j in range(3):
                result[i, j] += np.sum(factor * velocity[i] * velocity[j])
    return result


assert np.allclose(tensor(0.0), kappa * np.eye(3), rtol=1e-5,
                   atol=1e-5 * kappa)
modulation = 0.15
cubic = tensor(modulation)
assert np.allclose(cubic, cubic[0, 0] * np.eye(3), rtol=1e-4,
                   atol=1e-4 * kappa)

# Distribution of mean free paths on a fine wave-number grid
count = 20000
kf = (np.arange(count) + 0.5) * k0 / count
paths, parts, heat_speed, sound_kappa = [], [], 0.0, 0.0
for g, vs in branches.values():
    w, v = omega_of_k(kf, vs), speed_of_k(kf, vs)
    heat_k = g * kf**2 / (2 * pi**2) * hbar * w * dn_dT(w, T0) * k0 / count
    paths.append(v / rate(w, T0))
    parts.append(heat_k * v**2 / rate(w, T0) / 3)
    heat_speed += np.sum(heat_k * v)
    sound_kappa += np.sum(heat_k * vs**2 / rate(w, T0) / 3)
paths, parts = np.concatenate(paths), np.concatenate(parts)
assert abs(parts.sum() / kappa - 1) < 1e-5
order = np.argsort(paths)
cumulative = np.cumsum(parts[order]) / parts.sum()
median_path = paths[order][np.searchsorted(cumulative, 0.5)]
share_long = parts[paths > 1e-6].sum() / parts.sum()
mean_path = 3 * kappa / heat_speed


# Normal collisions relax modes towards a drifting distribution.
# Unknowns: vector free path of every mode and one common drift.
def kappa_with_drift(k, weight, w, v, total, normal):
    size, scale = len(k), 5000.0
    drift = scale * k / w
    momentum = weight * k * dn_dT(w, T0) * normal
    momentum = momentum / momentum.sum()
    matrix = np.eye(size + 1)
    matrix[:size, size] = -drift * normal / total
    matrix[size, :size] = momentum
    matrix[size, size] = -np.sum(momentum * drift)
    path = np.linalg.solve(matrix, np.append(v / total, 0.0))[:size]
    return np.sum(weight * hbar * w * dn_dT(w, T0) * v * path) / 3


# Linear dispersion and equal rates: only resistive collisions may count
gray_weight = wk * kn**2 / (2 * pi**2)
gray_w, gray_v, gray_rate = 6000.0 * kn, 6000.0 + 0 * kn, 1e10 + 0 * kn
gray_plain = np.sum(gray_weight * hbar * gray_w * dn_dT(gray_w, T0)
                    * gray_v**2 / (0.5 * gray_rate)) / 3
gray_drift = kappa_with_drift(kn, gray_weight, gray_w, gray_v,
                              gray_rate, 0.5 * gray_rate)
assert abs(gray_drift / gray_plain - 1) < 1e-8

all_k = np.tile(kn, len(branches))
all_weight = np.concatenate([g * gray_weight for g, _ in branches.values()])
all_w = np.concatenate([omega_of_k(kn, vs) for _, vs in branches.values()])
all_v = np.concatenate([speed_of_k(kn, vs) for _, vs in branches.values()])


def silicon_drift(share):
    return kappa_with_drift(all_k, all_weight, all_w, all_v,
                            rate(all_w, T0), share * phonon_rate(all_w, T0))


assert abs(silicon_drift(1e-7) / kappa - 1) < 1e-5
drift_10, drift_50 = silicon_drift(0.1), silicon_drift(0.5)
assert kappa < drift_10 < drift_50

# Optical phonons as three flat-frequency branches with a small speed
optical_f, optical_v, optical_tau = 15e12, 1000.0, 3e-12
optical_w = 2 * pi * optical_f
optical_heat = 3 * cells * hbar * optical_w * dn_dT(optical_w, T0)
optical_kappa = optical_heat * optical_v**2 * optical_tau / 3

wafer, layer = kappa_total(T0, 500e-6), kappa_total(T0, 1e-6)
warm = kappa_total(400.0)
assert layer < wafer < kappa and warm < kappa

print("INPUTS (rough silicon-like values)")
print(f"temperature: {T0:.0f} K")
print(f"lattice constant: {lattice*1e9:.3f} nm")
for name, (g, vs) in branches.items():
    print(f"{name}: polarizations {g}, sound speed {vs:.0f} m/s, "
          f"top frequency {top(vs)/(2*pi)/1e12:.2f} THz")
print(f"phonon-phonon B: {B:.2e} s/K; theta: {theta:.0f} K")
print(f"mass-disorder A: {A:.2e} s^3")
print(f"zone radius k0: {k0*1e-9:.2f} 1/nm")
print(f"temperature gradient: {gradient*1e-6:.2f} K/um")
print("MODES (C and kappa densities: one polarization, per THz of w/2pi)")
for name, (g, vs) in branches.items():
    for f_THz in (2.0, 5.0):
        w = 2 * pi * f_THz * 1e12
        k, v, _, heat = spectral(w, vs, T0)
        tau = 1 / rate(w, T0)
        per_THz = 2 * pi * 1e12
        print(f"{name} {f_THz:.0f} THz: k {k*1e-9:.3f} 1/nm, v {v:.0f} m/s, "
              f"tau {tau*1e12:.1f} ps, path {v*tau*1e9:.0f} nm")
        print(f"  C density {heat*per_THz/1e3:.2f} kJ/(m^3 K THz), "
              f"kappa density {heat*v*v*tau/3*per_THz:.2f} W/(m K THz)")
print(f"LA 2 THz equilibrium occupation: {occupation(w1, T0):.4f}")
print(f"LA 2 THz deviation along +gradient: {linear_dev:.3e}")
print("RESULTS")
print(f"acoustic heat capacity: {heat_capacity/1e6:.4f} MJ/(m^3 K)")
for name, (g, vs) in branches.items():
    print(f"kappa of all {name} polarizations: "
          f"{g*kappa_branch(vs, T0):.2f} W/(m K)")
print(f"kappa, frequency formula: {kappa:.3f} W/(m K)")
print(f"kappa, full ray solution: {kappa_ray:.3f} W/(m K)")
print(f"heat flux magnitude: {kappa*gradient/1e4:.1f} W/cm^2")
print(f"heat-current mean free path 3 kappa/sum(Cv): {mean_path*1e9:.0f} nm")
print(f"half of kappa lies below free path: {median_path*1e9:.0f} nm")
print(f"share of kappa from paths over 1 um: {100*share_long:.1f} %")
print(f"kappa if sound speed replaces v: {sound_kappa:.1f} W/(m K)")
print("NEGLECTED EFFECTS")
print(f"kappa with boundary rate v/(500 um): {wafer:.2f} W/(m K)")
print(f"kappa with boundary rate v/(1 um): {layer:.2f} W/(m K)")
print(f"optical inputs: {optical_f/1e12:.0f} THz, {optical_v:.0f} m/s, "
      f"{optical_tau*1e12:.0f} ps")
print(f"optical heat capacity: {optical_heat/1e6:.3f} MJ/(m^3 K)")
print(f"optical kappa: {optical_kappa:.2f} W/(m K)")
print(f"sound-speed spread with direction: {100*modulation*2/3:.0f} %")
print(f"kappa with that cubic spread: {cubic[0, 0]:.2f} W/(m K)")
print(f"kappa at 400 K: {warm:.2f} W/(m K)")
print(f"nonlinear change of LA 2 THz deviation: {100*nonlinear:.5f} %")
print(f"kappa if 10 % of phonon-phonon rate is normal: {drift_10:.1f} W/(m K)")
print(f"kappa if 50 % of phonon-phonon rate is normal: {drift_50:.1f} W/(m K)")
print("every check passed")
```

Printed output:

```
INPUTS (rough silicon-like values)
temperature: 300 K
lattice constant: 0.543 nm
LA: polarizations 1, sound speed 8400 m/s, top frequency 9.70 THz
TA: polarizations 2, sound speed 5800 m/s, top frequency 6.70 THz
phonon-phonon B: 1.40e-19 s/K; theta: 150 K
mass-disorder A: 1.30e-45 s^3
zone radius k0: 11.39 1/nm
temperature gradient: 0.10 K/um
MODES (C and kappa densities: one polarization, per THz of w/2pi)
LA 2 THz: k 1.507 1/nm, v 8219 m/s, tau 246.6 ps, path 2027 nm
  C density 1.20 kJ/(m^3 K THz), kappa density 6.68 W/(m K THz)
LA 5 THz: k 3.929 1/nm, v 7198 m/s, tau 37.9 ps, path 273 nm
  C density 8.94 kJ/(m^3 K THz), kappa density 5.85 W/(m K THz)
TA 2 THz: k 2.200 1/nm, v 5535 m/s, tau 246.6 ps, path 1365 nm
  C density 3.81 kJ/(m^3 K THz), kappa density 9.60 W/(m K THz)
TA 5 THz: k 6.116 1/nm, v 3858 m/s, tau 37.9 ps, path 146 nm
  C density 40.40 kJ/(m^3 K THz), kappa density 7.59 W/(m K THz)
LA 2 THz equilibrium occupation: 2.6521
LA 2 THz deviation along +gradient: -2.094e-03
RESULTS
acoustic heat capacity: 0.9340 MJ/(m^3 K)
kappa of all LA polarizations: 53.02 W/(m K)
kappa of all TA polarizations: 111.73 W/(m K)
kappa, frequency formula: 164.750 W/(m K)
kappa, full ray solution: 164.750 W/(m K)
heat flux magnitude: 1647.5 W/cm^2
heat-current mean free path 3 kappa/sum(Cv): 216 nm
half of kappa lies below free path: 564 nm
share of kappa from paths over 1 um: 38.9 %
kappa if sound speed replaces v: 376.9 W/(m K)
NEGLECTED EFFECTS
kappa with boundary rate v/(500 um): 160.11 W/(m K)
kappa with boundary rate v/(1 um): 92.23 W/(m K)
optical inputs: 15 THz, 1000 m/s, 3 ps
optical heat capacity: 0.654 MJ/(m^3 K)
optical kappa: 0.65 W/(m K)
sound-speed spread with direction: 10 %
kappa with that cubic spread: 168.54 W/(m K)
kappa at 400 K: 111.88 W/(m K)
nonlinear change of LA 2 THz deviation: -0.00115 %
kappa if 10 % of phonon-phonon rate is normal: 167.7 W/(m K)
kappa if 50 % of phonon-phonon rate is normal: 189.1 W/(m K)
every check passed
```
